# Growth law for two independent oxidants reacting at one interface: verification in Python

```python
"""Two oxidants diffusing through one planar oxide and reacting at its interface.

Result under test: independent first-order reactions give
    dx/dt = B1/(A1+2x) + B2/(A2+2x),  A_i = 2 D_i/k_i,  B_i = 2 D_i nu_i C_i/N,
whose integral contains a logarithm and is linear-parabolic only if A1 = A2.
x: oxide thickness (um), t: time (h), D: diffusivity (um^2/h),
C: outer-surface concentration of molecules (um^-3), k: reaction constant (um/h),
nu: oxygen atoms per molecule, N: oxygen atoms per um^3 of oxide.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

N = 5.0e10
D = np.array([1.0e4, 4.0e2])
C = np.array([5.0e4, 1.0e7])
K = np.array([1.0e6, 8.0e2])
NU = np.array([2.0, 1.0])
A = 2 * D / K
B = 2 * D * NU * C / N


def rate(x, a, b):
    """Sum of the two growth rates at common thickness x."""
    return b[0] / (a[0] + 2 * x) + b[1] / (a[1] + 2 * x)


def means(a, b):
    """Total B, crossed mean, thin-oxide A, thick-oxide A, log coefficient."""
    total = b.sum()
    crossed = (b[0] * a[1] + b[1] * a[0]) / total
    thin = a[0] * a[1] / crossed
    thick = (a * b).sum() / total
    log_coef = b[0] * b[1] * (a[0] - a[1])**2 / (2 * total**2)
    return total, crossed, thin, thick, log_coef


def growth_time(x, x0, a, b):
    """Closed growth law with the logarithm."""
    total, crossed, _, thick, log_coef = means(a, b)
    logarithm = np.log((2 * x + crossed) / (2 * x0 + crossed))
    return (x**2 - x0**2 + thick * (x - x0) - log_coef * logarithm) / total


def quad_time(x, x0, a, b):
    """Growth time by direct quadrature of the inverse rate."""
    return quad(lambda z: 1 / rate(z, a, b), x0, x,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


# Steady flux of each species from its two balance equations.
for x in (0.01, 0.2, 3.0):
    for i in range(2):
        balance = np.array([[1.0, D[i] / x], [1.0, -K[i]]])
        flux = np.linalg.solve(balance, [D[i] * C[i] / x, 0.0])[0]
        assert np.isclose(NU[i] * flux / N, B[i] / (A[i] + 2 * x), rtol=1e-10)

# Closed law against quadrature, and the two bracketing single laws.
rng = np.random.default_rng(4)
for _ in range(30):
    a, b = 10**rng.uniform(-1.5, 1, 2), 10**rng.uniform(-1.5, 0.5, 2)
    x0, x = rng.uniform(0, 0.3), rng.uniform(0.5, 3)
    assert np.isclose(growth_time(x, x0, a, b), quad_time(x, x0, a, b), rtol=1e-8)
    total, _, thin, thick, _ = means(a, b)
    true_time = quad_time(x, 0, a, b)
    assert (x**2 + thin * x) / total < true_time < (x**2 + thick * x) / total

B_TOT, A_BAR, A_THIN, A_THICK, LOG_COEF = means(A, B)

# Thin and thick limits, taken from the rate itself.
assert np.isclose(1e-6 / quad_time(1e-6, 0, A, B), B_TOT / A_THIN, rtol=1e-3)
assert abs(B_TOT / rate(1e4, A, B) - 2e4 - A_THICK) < 1e-4


def local_constants(x):
    """Constants of the linear-parabolic law tangent to the inverse rate at x."""
    b_loc = B_TOT / (1 + 2 * LOG_COEF / (2 * x + A_BAR)**2)
    return b_loc, b_loc / rate(x, A, B) - 2 * x


step = 1e-4
for x in (0.0, 0.1, 0.5, 2.0):
    slope = (1 / rate(x + step, A, B) - 1 / rate(x - step, A, B)) / (2 * step)
    assert np.isclose(2 / slope, local_constants(x)[0], rtol=1e-4)

# Thickness at which both oxidants contribute equally.
x_equal = (B[0] * A[1] - B[1] * A[0]) / (2 * (B[1] - B[0]))
x_root = brentq(lambda z: B[0] / (A[0] + 2 * z) - B[1] / (A[1] + 2 * z), 0, 5)
assert np.isclose(x_equal, x_root, rtol=1e-8)


def fit_single_law(a, b):
    """Least-squares t = (x^2 + A x)/B + offset on 0..1 um."""
    xs = np.linspace(0, 1, 51)
    ts = np.array([quad_time(z, 0, a, b) for z in xs])
    design = np.column_stack([xs**2, xs, np.ones_like(xs)])
    coef = np.linalg.lstsq(design, ts, rcond=None)[0]
    worst = np.max(np.abs(design @ coef - ts))
    return 1 / coef[0], coef[1] / coef[0], coef[2], worst


b_fit, a_fit, offset_fit, misfit = fit_single_law(A, B)
misfit_equal = fit_single_law(np.array([A[1], A[1]]), B)[3]
assert misfit > 1e-2 and misfit_equal < 1e-8

# Mixed growth from a bare surface compared with each oxidant alone.
t_run = 1.0
x_mix = brentq(lambda z: growth_time(z, 0, A, B) - t_run, 0, 10)
forward = solve_ivp(lambda t, y: [rate(y[0], A, B)], (0, t_run), [0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
assert np.isclose(x_mix, forward.y[0, -1], rtol=1e-7)
x_alone = []
for i in range(2):
    run = solve_ivp(lambda t, y: [B[i] / (A[i] + 2 * y[0])], (0, t_run), [0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    x_alone.append(run.y[0, -1])
assert max(x_alone) < x_mix < sum(x_alone)


def moving_front_time(scale, x0, x1, cells=20):
    """Full transient diffusion with a moving interface; returns scale*t.

    Concentrations C are multiplied by scale; profiles are relative to scale*C.
    The coordinate is position/x, and x serves as the independent variable.
    """
    d = 1 / cells
    mid = (np.arange(cells) + 0.5) * d
    width = np.full(cells, d)
    width[-1] = d / 2

    def derivative(x, y):
        c = y[:-1].reshape(2, cells)
        speed = scale * np.sum(NU * C * K * c[:, -1]) / N
        nodes = np.hstack([np.ones((2, 1)), c])
        inflow = (D[:, None] / x * np.diff(nodes, axis=1) / d
                  + mid * speed * (nodes[:, 1:] + nodes[:, :-1]) / 2)
        right = np.hstack([inflow[:, 1:], -(K * c[:, -1])[:, None]])
        dcdt = ((right - inflow) / width - speed * c) / x
        return np.append(dcdt.ravel() / speed, scale / speed)

    depth = np.arange(1, cells + 1) * d
    end = 1 / (1 + K * x0 / D)
    start = 1 - (1 - end)[:, None] * depth
    sol = solve_ivp(derivative, (x0, x1), np.append(start.ravel(), 0.0),
                    method="Radau", rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[-1, -1]


eps = np.sum(NU * C) / N
x_start, x_end = 0.02, 1.0
law_time = growth_time(x_end, x_start, A, B)
scales = (1, 25, 100)
errors = [moving_front_time(s, x_start, x_end) / law_time - 1 for s in scales]
assert abs(errors[0]) < eps
assert 0 < errors[1] < 25 * eps and 0 < errors[2] < 100 * eps
assert 3.6 < errors[2] / errors[1] < 4.4


def blocked_rate(x, present):
    """Growth rate when adsorbed oxidants block sites (strength 1 for each)."""
    present = np.array(present, dtype=float)

    def conc(free):
        return present / (1 + free * K * x / D)

    free = brentq(lambda f: f * (1 + conc(f).sum()) - 1, 0, 1)
    return np.sum(NU * C * K * free * conc(free)) / N


x_block = 0.2
blocked_sum = blocked_rate(x_block, [1, 0]) + blocked_rate(x_block, [0, 1])
blocked_mix = blocked_rate(x_block, [1, 1])
assert blocked_mix < 0.99 * blocked_sum

print(f"N = {N:.1e} oxygen atoms/um^3")
for i in range(2):
    print(f"oxidant {i+1}: nu = {NU[i]:.0f}, D = {D[i]:.0f} um^2/h")
    print(f"  C = {C[i]:.1e} um^-3, k = {K[i]:.1e} um/h")
    print(f"  A = {A[i]:.4f} um, B = {B[i]:.4f} um^2/h, B/A = {B[i]/A[i]:.4f} um/h")
print(f"total B = {B_TOT:.4f} um^2/h")
print(f"crossed mean A_bar = {A_BAR:.4f} um")
print(f"thin-oxide A_0 = {A_THIN:.4f} um, thick-oxide A_inf = {A_THICK:.4f} um")
print(f"initial rate B/A_0 = {B_TOT/A_THIN:.4f} um/h")
print(f"thick-oxide extrapolation B/A_inf = {B_TOT/A_THICK:.4f} um/h")
print(f"log coefficient B1 B2 Delta^2/(2 B^2) = {LOG_COEF:.5f} um^2")
print(f"equal contributions at x = {x_equal:.4f} um")
print("x (um), t (h), rate (um/h), share of oxidant 1 (%), B_loc (um^2/h), A_loc (um)")
for x in (0.0, 0.02, 0.1, 0.2, 0.5, 1.0, 2.0):
    r = rate(x, A, B)
    share = 100 * B[0] / (A[0] + 2 * x) / r
    bl, al = local_constants(x)
    print(f"{x:.2f}  {growth_time(x, 0, A, B):.4f}  {r:.4f}  {share:.1f}  {bl:.4f}  {al:.4f}")
t_one = growth_time(1.0, 0, A, B)
t_low, t_high = (1 + A_THIN) / B_TOT, (1 + A_THICK) / B_TOT
print(f"time to 1 um: closed law {t_one:.4f} h, quadrature {quad_time(1, 0, A, B):.4f} h")
print(f"  single law with A_0: {t_low:.4f} h ({100*(t_low/t_one-1):+.1f} %)")
print(f"  single law with A_inf: {t_high:.4f} h ({100*(t_high/t_one-1):+.1f} %)")
print(f"  logarithmic term at 1 um: {t_high-t_one:.4f} h")
print(f"single-law fit, 0 to 1 um: B = {b_fit:.4f} um^2/h, A = {a_fit:.4f} um")
print(f"  offset = {offset_fit:.4f} h, largest misfit = {misfit:.4f} h")
print(f"  control A1 = A2 = {A[1]:.1f} um: largest misfit = {misfit_equal:.1e} h")
print(f"thickness after {t_run:.1f} h: mixed {x_mix:.4f} um")
print(f"  alone: {x_alone[0]:.4f} um and {x_alone[1]:.4f} um, sum {sum(x_alone):.4f} um")
print(f"moving-boundary test from {x_start:.2f} to {x_end:.2f} um, law {law_time:.4f} h")
for s, e in zip(scales, errors):
    print(f"  epsilon = {s*eps:.2e}: relative time excess = {e:.2e}")
print(f"site blocking at x = {x_block:.1f} um, strength 1 for each oxidant:")
print(f"  sum of separate rates {blocked_sum:.4f} um/h, combined {blocked_mix:.4f} um/h")
print("PASS")
```

It prints:

```
N = 5.0e+10 oxygen atoms/um^3
oxidant 1: nu = 2, D = 10000 um^2/h
  C = 5.0e+04 um^-3, k = 1.0e+06 um/h
  A = 0.0200 um, B = 0.0400 um^2/h, B/A = 2.0000 um/h
oxidant 2: nu = 1, D = 400 um^2/h
  C = 1.0e+07 um^-3, k = 8.0e+02 um/h
  A = 1.0000 um, B = 0.1600 um^2/h, B/A = 0.1600 um/h
total B = 0.2000 um^2/h
crossed mean A_bar = 0.2160 um
thin-oxide A_0 = 0.0926 um, thick-oxide A_inf = 0.8040 um
initial rate B/A_0 = 2.1600 um/h
thick-oxide extrapolation B/A_inf = 0.2488 um/h
log coefficient B1 B2 Delta^2/(2 B^2) = 0.07683 um^2
equal contributions at x = 0.1533 um
x (um), t (h), rate (um/h), share of oxidant 1 (%), B_loc (um^2/h), A_loc (um)
0.00  0.0000  2.1600  92.6  0.0466  0.0216
0.02  0.0171  0.8205  81.2  0.0598  0.0329
0.10  0.2002  0.3152  57.7  0.1059  0.1361
0.20  0.6014  0.2095  45.5  0.1424  0.2794
0.50  2.5962  0.1192  32.9  0.1812  0.5197
1.00  8.1256  0.0731  27.1  0.1939  0.6517
2.00  26.8985  0.0420  23.7  0.1983  0.7267
time to 1 um: closed law 8.1256 h, quadrature 8.1256 h
  single law with A_0: 5.4630 h (-32.8 %)
  single law with A_inf: 9.0200 h (+11.0 %)
  logarithmic term at 1 um: 0.8944 h
single-law fit, 0 to 1 um: B = 0.1726 um^2/h, A = 0.4246 um
  offset = -0.0904 h, largest misfit = 0.0904 h
  control A1 = A2 = 1.0 um: largest misfit = 1.8e-15 h
thickness after 1.0 h: mixed 0.2755 um
  alone: 0.1902 um and 0.1403 um, sum 0.3306 um
moving-boundary test from 0.02 to 1.00 um, law 8.1085 h
  epsilon = 2.02e-04: relative time excess = 5.84e-05
  epsilon = 5.05e-03: relative time excess = 1.46e-03
  epsilon = 2.02e-02: relative time excess = 5.81e-03
site blocking at x = 0.2 um, strength 1 for each oxidant:
  sum of separate rates 0.1671 um/h, combined 0.1604 um/h
PASS
```
